# Temperature-Dependent Biquadratic Coupling from Loose Spins Between Ferromagnetic Layers: test program

```python
"""
Loose paramagnetic spins between two ferromagnetic layers.

Result under test: a spin S with H = -(1/S) S.(U1 m1 + U2 m2) has free energy
  f(x) = -tau ln[sinh((2S+1)U/(2S tau)) / sinh(U/(2S tau))],
  U(x) = sqrt(U1^2 + U2^2 + 2 U1 U2 x), x = m1.m2 = cos(angle),
which is convex in x, so its biquadratic coefficient J2 is positive.
Convention: F = E0 - J1 x + J2 x^2 per area, J2 > 0 favours 90 degrees.
J1 and J2 are defined by F at x = 1, 0, -1. tau = kB T.
Units: meV, nm, K. Material inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import zeta

KB = const.k / const.e * 1e3                 # meV/K
TO_MJ = const.e * 1e18                       # meV/nm^2 to mJ/m^2
MU_B = const.physical_constants["Bohr magneton"][0] / const.e * 1e3


def spin_matrices(S):
    m = S - np.arange(int(round(2 * S)) + 1)
    raising = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)


def thermal_free_energy(H, tau):
    levels = np.linalg.eigvalsh(H)
    lowest = levels[..., :1]
    weights = np.exp(-(levels - lowest) / tau)
    return lowest[..., 0] - tau * np.log(weights.sum(axis=-1))


def diag_free(x, U1, U2, tau, S, aniso=0.0):
    """Free energy by diagonalization; both layers lie in the xy plane."""
    x = np.asarray(x, dtype=float)
    sx, sy, sz = spin_matrices(S)
    along = (U1 + U2 * x)[..., None, None]
    across = (U2 * np.sqrt(np.maximum(1 - x * x, 0)))[..., None, None]
    H = -(along * sx + across * sy) / S + aniso * (sz @ sz)
    return thermal_free_energy(H, tau)


def field(x, U1, U2, tau):
    square = U1**2 + U2**2 + 2 * U1 * U2 * np.asarray(x, dtype=float)
    return np.sqrt(np.maximum(square, (1e-8 * tau)**2))


def closed_free(x, U1, U2, tau, S):
    U = field(x, U1, U2, tau)
    a, b = (2 * S + 1) * U / (2 * S * tau), U / (2 * S * tau)
    return -tau * (a - b + np.log(-np.expm1(-2 * a))
                   - np.log(-np.expm1(-2 * b)))


def brillouin(y, S):
    p, q = (2 * S + 1) / (2 * S), 1 / (2 * S)
    return p / np.tanh(p * y) - q / np.tanh(q * y)


def brillouin_slope(y, S):
    p, q = (2 * S + 1) / (2 * S), 1 / (2 * S)
    return (q / np.sinh(q * y))**2 - (p / np.sinh(p * y))**2


def project(free):
    parallel, right, anti = (float(free(x)) for x in (1.0, 0.0, -1.0))
    return (anti - parallel) / 2, (parallel + anti) / 2 - right


def curvature_J2(U1, U2, tau, S):
    U = float(field(0.0, U1, U2, tau))
    y = U / tau
    return ((U1 * U2)**2 / (2 * U**3)
            * (brillouin(y, S) - y * brillouin_slope(y, S)))


def hot_J1(U1, U2, tau, S):
    return (S + 1) * U1 * U2 / (3 * S * tau)


def hot_J2(U1, U2, tau, S):
    return ((S + 1) * (2 * S * S + 2 * S + 1) * (U1 * U2)**2
            / (90 * S**3 * tau**3))


# Example inputs
S, U1, U2 = 2.0, 12.0, 8.0
lattice, coverage, Jd = 0.287, 0.05, -4.0
density = coverage / lattice**2
temperatures = [10.0, 40.0, 77.0, 150.0, 300.0]
grid_deg = np.linspace(0, 180, 1801)
grid_x = np.cos(np.radians(grid_deg))

# Closed free energy and convexity against diagonalization
rng = np.random.default_rng(7)
for spin in (0.5, 1.0, 1.5, 2.0, 2.5):
    for trial in range(20):
        u1, u2 = rng.uniform(0.3, 2.0, 2) * rng.choice([-1, 1], 2)
        tau = rng.uniform(0.2, 3.0)
        xs = np.linspace(-1, 1, 21)
        direct = diag_free(xs, u1, u2, tau, spin)
        assert np.allclose(direct, closed_free(xs, u1, u2, tau, spin),
                           rtol=0, atol=1e-10)
        assert np.all(np.diff(direct, 2) > 1e-12)
equal = diag_free(np.array([-1.0, 0.2]), 1.0, 1.0, 0.7, 1.5)
assert np.allclose(equal, closed_free([-1.0, 0.2], 1.0, 1.0, 0.7, 1.5),
                   atol=1e-7)

# Product form: the omitted tail is about a^2/(pi^2 N), below 3e-5 here
for spin in (0.5, 2.0):
    order = np.arange(1, 200001)
    order = order[order % int(2 * spin + 1) != 0]
    a = (2 * spin + 1) * 3.0 / (2 * spin)
    product = np.log(2 * spin + 1) + np.log1p(
        (a / (np.pi * order))**2).sum()
    log_trace = -float(diag_free(1.0, 2.0, 1.0, 1.0, spin))
    assert abs(product - log_trace) < 3e-5

# Slope and curvature against differences of the diagonalized free energy
for T in temperatures:
    tau, h = KB * T, 0.005
    for x in (-0.6, 0.0, 0.7):
        ends = diag_free(np.array([x - h, x + h]), U1, U2, tau, S)
        U = float(field(x, U1, U2, tau))
        slope = -U1 * U2 * brillouin(U / tau, S) / U
        assert abs((ends[1] - ends[0]) / (2 * h) / slope - 1) < 1e-3
    three = diag_free(np.array([-h, 0.0, h]), U1, U2, tau, S)
    half_curve = (three[0] - 2 * three[1] + three[2]) / (2 * h * h)
    assert abs(half_curve / curvature_J2(U1, U2, tau, S) - 1) < 1e-3

# Cold limit
cold_J2 = np.hypot(U1, U2) - max(abs(U1), abs(U2))
cold_direct = project(lambda x: diag_free(x, U1, U2, 0.05, S))[1]
assert abs(cold_direct - cold_J2) < 1e-9

# Hot limits: relative errors must fall fourfold when tau doubles
errors = []
for tau in (80.0, 160.0):
    j1, j2 = project(lambda x: diag_free(x, U1, U2, tau, S))
    errors.append([j1 / hot_J1(U1, U2, tau, S) - 1,
                   j2 / hot_J2(U1, U2, tau, S) - 1])
errors = np.array(errors)
assert np.all(np.abs(errors[1]) < 0.01)
assert np.all(np.abs(errors[0] / errors[1] - 4) < 0.2)

# J2 falls steadily with temperature for these inputs
scan = [project(lambda x: diag_free(x, U1, U2, KB * T, S))[1]
        for T in np.linspace(5, 600, 120)]
assert np.all(np.diff(scan) < 0)


def drive(x, T):
    """Minus the slope of the total free energy per area."""
    tau = KB * T
    U = float(field(x, U1, U2, tau))
    return Jd + density * U1 * U2 * brillouin(U / tau, S) / U


def equilibrium_angle(T):
    if drive(-1.0, T) <= 0:
        return 180.0
    if drive(1.0, T) >= 0:
        return 0.0
    return np.degrees(np.arccos(brentq(drive, -1, 1, args=(T,))))


def searched_angle(T, direct=Jd):
    total = -direct * grid_x + density * diag_free(
        grid_x, U1, U2, KB * T, S)
    return grid_deg[np.argmin(total)]


for T in temperatures:
    assert abs(searched_angle(T) - equilibrium_angle(T)) < 0.11
    assert searched_angle(T, direct=0.0) == 0.0
    mixed = (diag_free(grid_x, U1, U2, KB * T, S)
             + diag_free(grid_x, U1, -U2, KB * T, S))
    assert abs(grid_deg[np.argmin(mixed)] - 90) < 0.11
T_anti = brentq(lambda T: drive(-1.0, T), 20, 300)
assert searched_angle(0.98 * T_anti) < 179.5
assert searched_angle(1.02 * T_anti) == 180.0

# Two strongly exchange-locked spins behave as spin 2S in twice the field
sx, sy, sz = spin_matrices(S)
one = np.eye(len(sz))
first = [np.kron(m, one) for m in (sx, sy, sz)]
second = [np.kron(one, m) for m in (sx, sy, sz)]
pair_exchange = sum(p @ q for p, q in zip(first, second))


def pair_free(x, tau, exchange):
    across = U2 * np.sqrt(max(1 - x * x, 0))
    H = -exchange * pair_exchange / S**2
    H = H - ((U1 + U2 * x) * (first[0] + second[0])
             + across * (first[1] + second[1])) / S
    return thermal_free_energy(H, tau)


pair_ratio = {}
for T in (10.0, 300.0):
    tau = KB * T
    locked = project(lambda x: closed_free(
        x, 2 * U1, 2 * U2, tau, 2 * S))[1]
    explicit = project(lambda x: pair_free(x, tau, 4000.0))[1]
    assert abs(explicit / locked - 1) < 1e-6
    single = project(lambda x: diag_free(x, U1, U2, tau, S))[1]
    pair_ratio[T] = locked / (2 * single)

print(f"loose spin S = {S:.0f}; U1 = {U1:.1f} meV, U2 = {U2:.1f} meV")
print(f"Fe lattice constant (rough) = {lattice:.3f} nm")
print(f"site coverage = {100*coverage:.1f} %")
print(f"loose-spin density n = {density:.4f} nm^-2")
print(f"direct coupling Jd = {Jd:.2f} meV/nm^2")
for name, x in (("0", 1.0), ("90", 0.0), ("180", -1.0)):
    print(f"field energy U at {name} deg = "
          f"{float(field(x, U1, U2, 1.0)):.3f} meV")
print(f"cold limit J2/n = {cold_J2:.4f} meV")
print(f"cold limit J2 = {density*cold_J2:.4f} meV/nm^2 = "
      f"{density*cold_J2*TO_MJ:.4f} mJ/m^2")
print("Couplings in meV/nm^2; err = largest truncation error")
print("T(K) kT(meV) J1 J2 J2curv J2hot err")
results = {}
for T in temperatures:
    tau = KB * T
    j1, j2 = project(lambda x: closed_free(x, U1, U2, tau, S))
    f0 = float(closed_free(0.0, U1, U2, tau, S))
    residual = np.max(np.abs(closed_free(grid_x, U1, U2, tau, S)
                             - f0 + j1 * grid_x - j2 * grid_x**2))
    results[T] = (density * j1, density * j2)
    print(f"{T:.0f} {tau:.3f} {density*j1:.4f} {density*j2:.5f} "
          f"{density*curvature_J2(U1, U2, tau, S):.5f} "
          f"{density*hot_J2(U1, U2, tau, S):.5f} {density*residual:.5f}")
print("T(K) J2(mJ/m^2) angle_full(deg) angle_truncated(deg)")
for T in temperatures:
    j1, j2 = results[T]
    truncated = np.degrees(np.arccos(np.clip((Jd + j1) / (2 * j2), -1, 1)))
    print(f"{T:.0f} {j2*TO_MJ:.5f} {equilibrium_angle(T):.2f} "
          f"{truncated:.2f}")
print(f"antiparallel state begins at T = {T_anti:.2f} K")

# Sizes of neglected effects
print("Neglected effects, rough sizes:")
neighbour = 1 - (1 - coverage)**4
print(f"loose spins with an in-plane neighbour = {100*neighbour:.1f} %")
for T in (10.0, 300.0):
    change = neighbour * (pair_ratio[T] - 1)
    print(f"locked pair / single J2 per spin, {T:.0f} K = "
          f"{pair_ratio[T]:.3f}; J2 change {100*change:+.1f} %")
spin_aniso = 0.2
for T in (10.0, 300.0):
    tau = KB * T
    plain = project(lambda x: diag_free(x, U1, U2, tau, S))[1]
    changed = project(lambda x: diag_free(
        x, U1, U2, tau, S, spin_aniso))[1]
    print(f"spin anisotropy {spin_aniso:.1f} meV, {T:.0f} K: J2 change "
          f"{100*(changed/plain-1):+.2f} %")

moment, stiffness, thickness = 2.2, 2.8, 5.0
volume = lattice**3 / 2
bloch = (2 * volume / moment * zeta(1.5)
         * (KB * 300 / (4 * np.pi * stiffness))**1.5)
scale = 1 - 2 * bloch
reduced = project(lambda x: closed_free(
    x, scale * U1, scale * U2, KB * 300, S))[1]
loss = reduced * density / results[300.0][1] - 1
print(f"Fe moment = {moment:.1f} mu_B, spin stiffness = "
      f"{stiffness:.1f} meV nm^2")
print(f"bulk magnetization loss at 300 K = {100*bloch:.2f} %")
print(f"J2 change if surface loss is twice bulk = {100*loss:+.1f} %")

exchange_A = stiffness * moment / (4 * volume)
U90 = float(field(0.0, U1, U2, KB * 10))
torque = U1 * U2 * brillouin(U90 / (KB * 10), S) / U90
tilt = torque / (4 * np.pi * exchange_A * lattice)
gain = torque * tilt                         # two layers, half torque*tilt each
print(f"layer exchange stiffness A = {exchange_A:.1f} meV/nm")
print(f"torque per loose spin at 90 deg, 10 K = {torque:.3f} meV")
print(f"local layer tilt = {tilt:.4f} rad; J2 change "
      f"{100*gain*density/results[10.0][1]:+.1f} %")

K1 = 4.8e4                                  # J/m^3, rough Fe value
layer_aniso = K1 * thickness * 1e-27 / const.e * 1e3
phi1 = np.radians(np.arange(0, 90))[:, None]
phi2 = np.radians(np.arange(0, 360))[None, :]
relative_x = np.cos(phi1 - phi2)
aniso_energy = layer_aniso / 4 * (np.sin(2 * phi1)**2
                                 + np.sin(2 * phi2)**2)
angles = []
for T in temperatures:
    energy = aniso_energy - Jd * relative_x + density * closed_free(
        relative_x, U1, U2, KB * T, S)
    best = np.unravel_index(np.argmin(energy), energy.shape)
    angles.append(np.degrees(np.arccos(np.clip(relative_x[best], -1, 1))))
print(f"Fe layer: {thickness:.1f} nm, K1 = {K1/1e3:.0f} kJ/m^3")
print(f"anisotropy barrier per layer = {layer_aniso/4:.3f} meV/nm^2")
print("angles with Fe anisotropy (deg) = "
      + ", ".join(f"{angle:.0f}" for angle in angles))

fermi_speed, spacer = 1.4e6, 1.0
T_smear = const.hbar * fermi_speed / (2 * np.pi * const.k * spacer * 1e-9)
ratio = 300 / T_smear
print(f"spacer = {spacer:.1f} nm, Fermi speed = {fermi_speed:.1e} m/s")
print(f"spacer exchange kept at 300 K = {100*ratio/np.sinh(ratio):.2f} %")
print(f"loose-spin Zeeman energy in 1 T = {2*S*MU_B:.3f} meV")
print("every check passed")
```

It prints:

```
loose spin S = 2; U1 = 12.0 meV, U2 = 8.0 meV
Fe lattice constant (rough) = 0.287 nm
site coverage = 5.0 %
loose-spin density n = 0.6070 nm^-2
direct coupling Jd = -4.00 meV/nm^2
field energy U at 0 deg = 20.000 meV
field energy U at 90 deg = 14.422 meV
field energy U at 180 deg = 4.000 meV
cold limit J2/n = 2.4222 meV
cold limit J2 = 1.4703 meV/nm^2 = 0.2356 mJ/m^2
Couplings in meV/nm^2; err = largest truncation error
T(K) kT(meV) J1 J2 J2curv J2hot err
10 0.862 4.8292 1.44343 0.93143 473.54594 0.54480
40 3.447 4.1161 0.88758 0.71087 7.39916 0.20237
77 6.635 3.1528 0.39989 0.37200 1.03727 0.04495
150 12.926 2.0069 0.10132 0.10025 0.14031 0.00393
300 25.852 1.0912 0.01604 0.01602 0.01754 0.00017
T(K) J2(mJ/m^2) angle_full(deg) angle_truncated(deg)
10 0.23126 88.75 73.31
40 0.14221 98.99 86.25
77 0.06407 150.30 180.00
150 0.01623 180.00 180.00
300 0.00257 180.00 180.00
antiparallel state begins at T = 81.71 K
Neglected effects, rough sizes:
loose spins with an in-plane neighbour = 18.5 %
locked pair / single J2 per spin, 10 K = 1.009; J2 change +0.2 %
locked pair / single J2 per spin, 300 K = 4.391; J2 change +62.9 %
spin anisotropy 0.2 meV, 10 K: J2 change +0.35 %
spin anisotropy 0.2 meV, 300 K: J2 change +1.49 %
Fe moment = 2.2 mu_B, spin stiffness = 2.8 meV nm^2
bulk magnetization loss at 300 K = 1.77 %
J2 change if surface loss is twice bulk = -12.9 %
layer exchange stiffness A = 130.3 meV/nm
torque per loose spin at 90 deg, 10 K = 6.656 meV
local layer tilt = 0.0142 rad; J2 change +4.0 %
Fe layer: 5.0 nm, K1 = 48 kJ/m^3
anisotropy barrier per layer = 0.374 meV/nm^2
angles with Fe anisotropy (deg) = 90, 94, 180, 180, 180
spacer = 1.0 nm, Fermi speed = 1.4e+06 m/s
spacer exchange kept at 300 K = 99.48 %
loose-spin Zeeman energy in 1 T = 0.232 meV
every check passed
```
